Why moderately thick films fix λ(1−p), not λ and p separately

Take a metal with a bulk resistivity of 20 µΩ cm and make a film 20 nm thick. If the electron mean free path is 3.2 nm and the surfaces scatter completely diffusely, the Fuchs-Sondheimer model gives a film resistivity of 21.276 µΩ cm. If the mean free path is five times longer, 16 nm, and the surfaces reflect 80% of the electrons specularly, it gives 21.243 µΩ cm. The two descriptions of the metal differ greatly, yet the resistivities differ by 0.16%. At 100 nm both are 20.243 µΩ cm. A measurement good to 1% cannot tell them apart, although the bulk resistivity is known.

What the two cases share is the product of the mean free path λ and the diffuse fraction 1−p, where p is the specularity:

S = λ(1−p).

Here S = 3.2 × 1 = 16 × 0.2 = 3.2 nm. Films much thicker than S determine S, and they leave λ and p free to move along the curve p = 1−S/λ.

THE MODEL

The film occupies 0 < z < d and carries current along x. The Fermi surface is a sphere, the bulk has one relaxation time τ, and λ is the Fermi velocity times τ. Both surfaces reflect a fraction p of the electrons specularly, with p the same for all angles and 0 ≤ p < 1. The rest leave the surface with no memory of their drift. There are no grain boundaries, and d is many Fermi wavelengths.

Let g be the field-induced change of the electron distribution divided by its bulk value. Deep inside a thick sample g = 1, and just after diffuse scattering g = 0. Let u, between 0 and 1, be the cosine of the angle between the velocity and the film normal. For electrons moving away from the wall at z = 0, the steady linear Boltzmann equation is

uλ dg₊/dz + g₊ = 1.

Its solution recovers towards the bulk value over the distance uλ:

g₊(z) = 1 − C exp[−z/(uλ)].

A specular reflection reverses the velocity along z and keeps that along x, so the wall condition is g₊(0) = p g₋(0), where g₋ belongs to electrons arriving at this wall. The two walls are alike, hence g₋(z) = g₊(d−z) and g₋(0) = g₊(d). With

E = exp[−d/(uλ)],

the condition reads 1−C = p(1−CE). Collecting C gives C(1−pE) = 1−p, so

C = (1−p)/(1−pE).

The average of g₊ over the thickness is

ḡ = 1 − C (uλ/d)(1−E).

By the mirror symmetry, g₋ has the same average. Each direction contributes to the current in proportion to the square of its velocity component along x. Averaged over azimuth, this weight is (1−u²)/2, whose integral from 0 to 1 is 1/3. Dividing by the bulk value gives

ρ0/ρ = (3/2) ∫₀¹ (1−u²) ḡ du
= 1 − [3(1−p)λ/(2d)] ∫₀¹ (u−u³)(1−E)/(1−pE) du.

This is the Fuchs-Sondheimer formula. The film resistivities quoted here come from it by Gauss quadrature.

WHERE THE PRODUCT COMES FROM

The numerator can be written 1−E = (1−pE) − (1−p)E. Therefore

(1−E)/(1−pE) = 1 − (1−p)E/(1−pE).

The first term leaves ∫₀¹(u−u³)du = 1/2−1/4 = 1/4, and its prefactor turns this into 3λ(1−p)/(8d). The second term enters with the opposite sign. Thus

ρ0/ρ = 1 − 3S/(8d) + Δ,

Δ = [3(1−p)²λ/(2d)] ∫₀¹ (u−u³) E/(1−pE) du.

The formula has a direct reading. An electron leaving a wall diffusely lacks its drift over a path whose depth is about uλ. The missing current is proportional to that depth and to the fraction of electrons that scatter diffusely. A longer path with fewer diffuse events gives the same loss. As long as the two walls act independently, only this product appears.

The factor E is the probability that an electron crosses the whole film without a bulk collision. Such an electron reaches the second wall still lacking part of its drift, so the losses at the two walls overlap and do not simply add. Δ corrects for the overlap. It is positive because the simple sum counts some of the loss twice, and it is the only part of the conductivity that can separate λ from p.

HOW MUCH INFORMATION IS LEFT

To compare metals with equal S, replace 1−p by S/λ. The prefactor of Δ becomes 3S²/(2dλ). In the integrand, E/(1−pE) = 1/(1/E−p), and

λ(1/E−p) = λ(1/E−1) + λ(1−p) = λ{exp[d/(uλ)]−1} + S.

Hence

Δ = (3S²/2d) ∫₀¹ (u−u³) du / (S + λ{exp[d/(uλ)]−1}).

Write a = d/u. The term in braces, multiplied by λ, has the series

λ[exp(a/λ)−1] = a + a²/(2λ) + a³/(6λ²) + …

Every term after the first falls as λ grows. At fixed S and d, Δ therefore rises steadily with λ, from its value at λ = S, where p = 0, towards its value for λ → ∞, where p → 1. For any finite λ the series is larger than a. Replacing it by a, and dropping the positive S beside it, makes the denominator smaller and the integral larger:

Δ < (3S²/2d) ∫₀¹ (u−u³)(u/d) du
= (3S²/2d²)(1/3−1/5)
= S²/(5d²).

This bound holds for every λ at the given S. It sets the condition on the thickness: the film must be thick compared with S, and it need not be thick compared with λ. When λ is long at fixed S, many electrons do cross the film, but each reflection spoils few of them.

For the 20 nm film,

3S/(8d) = 3 × 3.2/(8 × 20) = 0.060,

S²/(5d²) = 3.2²/(5 × 20²) = 0.0051.

The surface effect is 6% of the bulk conductivity. The part that could separate λ from p is below 0.51% of it, whatever λ is. For λ = 4 nm and p = 0.2, the reference pair below, Δ is just 3.3 × 10⁻⁵.

A second limit holds λ and p fixed and lets d grow. Put k = d/λ and t = 1/u. Then

Δ = [3(1−p)²/(2k)] ∫₁^∞ [(t²−1)/t⁵] e^(−kt)/(1−pe^(−kt)) dt.

With x = t−1, the algebraic factor is

(t²−1)/t⁵ = x[(1+x)⁻⁴ + (1+x)⁻⁵].

The bracket equals 2 at x = 0, has slope −9 there, and is a falling convex function. It therefore lies below 2 and above its tangent 2−9x for x > 0. The denominator 1−pe^(−kt) lies between 1−pe^(−k) and 1. Using ∫₀^∞ x e^(−kx)dx = 1/k² and ∫₀^∞ x² e^(−kx)dx = 2/k³, we get

Δ < 3(1−p)² e^(−k) / {k³[1−pe^(−k)]},

Δ > [3(1−p)² e^(−k)/k³](1−9/k).

The lower bound is informative for k > 9. At fixed λ and p, Δ thus falls faster than any power of 1/d. The resistivity does contain higher powers,

ρ/ρ0 = 1 + 3S/(8d) + [3S/(8d)]² + …,

but their coefficients come from inverting 1−3S/(8d) and contain S alone. Fitting the curvature of ρ against 1/d in this regime measures S again.

WHAT SIX FILMS CAN TELL

Consider films of 20, 30, 40, 60, 80 and 100 nm, each with an independent 1% error in resistivity. The true values are λ = 4 nm and p = 0.2, and ρ0 = 20 µΩ cm is known. Pairs with S = 3.2 nm, the true one among them, give these resistivities in µΩ cm:

p = 0, λ = 3.2 nm: 21.276 at 20 nm, 20.619 at 40 nm
p = 0.2, λ = 4 nm: 21.276 at 20 nm, 20.619 at 40 nm
p = 0.5, λ = 6.4 nm: 21.271 at 20 nm, 20.619 at 40 nm
p = 0.8, λ = 16 nm: 21.243 at 20 nm, 20.616 at 40 nm
λ → ∞, p → 1: 21.172 at 20 nm

The last line is a limit of the fit at fixed ρ0 and S, not a physical metal. To judge all six films together, divide each difference in ln ρ from the true pair by 0.01, square it and add. The sum is 0.025 for p = 0.8 and 0.31 for the limit λ → ∞. Its square root, the separation in standard deviations, is 0.16 and 0.56. Even the extreme end of the family is not excluded.

The product itself follows by solving the leading formula for S:

S ≈ (8d/3)(1−ρ0/ρ).

The 20 nm film gives 3.20 nm. Neglecting Δ makes this estimate too small by 8dΔ/3, which is less than 8S²/(15d) = 0.27 nm for any λ at this S. A relative error η in ρ changes S by

δS = (8d/3)(ρ0/ρ)η = 53.3 nm × 0.94 × 0.01 = 0.50 nm.

The error grows with d because the surface effect shrinks. A least-squares fit to all six films, with λ held at 4 nm, reduces it to 0.37 nm, or 12% of S.

If λ is fitted as well, linear error propagation from the derivatives of ln ρ with respect to ln S and ln λ gives an error of 83 in ln λ. This is not a confidence interval, since the linear approximation fails long before such a change; it says that the data are flat in this direction. The same calculation gives 0.56 nm for S. That is close to the 0.54 nm obtained by combining the δS formula for the five thicker films alone: the fit spends most of the information in the thinnest film on a hopeless search for λ. To obtain λ to 10%, the resistivity errors would have to be 0.0012%, about one part in 10⁵.

Knowing ρ0 does not cure this. In the leading regime

1/ρ = 1/ρ0 − [3S/(8ρ0)](1/d),

so a plot of 1/ρ against 1/d has an intercept and a slope. The intercept gives ρ0 and the slope then gives S. An independent value of ρ0 improves the slope but adds no second equation for λ and p. It must also be accurate: a 1% error in ρ0 shifts S by 0.50 nm at 20 nm and by 2.6 nm at 100 nm.

WHAT BREAKS THE DEGENERACY

The first remedy is an independent λ. For free electrons, ρ0 = m/(ne²τ), n = kF³/(3π²) and λ = ħkFτ/m, with m the electron mass, n the density and kF the Fermi wavenumber. Multiplying ρ0 by λ gives

ρ0λ = 3π²ħ/(e²kF²).

The relaxation time has cancelled. More generally, if λ is the same in all directions, ρ0λ is a property of the Fermi surface, and its calculated value together with a measured ρ0 yields λ. For a spherical Fermi surface, p = 1−S/λ then follows; for any other shape, the factor 3/8 used to read S from the data must first be recalculated. With S held at 3.2 nm, a λ of 4 nm uncertain by 10% puts p between 0.11 and 0.27. The 0.37 nm error of S adds about 0.37/4 = 0.09 to the uncertainty of p.

Without such a value, the condition p ≥ 0 still gives λ ≥ S. Within the model, the films set a lower limit on the mean free path, subject to the error of S. Grain boundaries or a thickness error can raise the apparent S above λ and spoil this limit, as shown below.

The second remedy is to leave the regime d ≫ S. The bound on Δ reaches 1% of the bulk conductivity, the error assumed for each film, only when d falls to S√20, or 14 nm here. Roughly below this thickness a film can begin to help separate λ from p, provided that other films fix S: one film alone gives one number for two unknowns. Even then there is no guarantee, because many pairs differ by much less than the bound and a refitted S absorbs part of the difference. Adding one 14 nm film to the six leaves the limit λ → ∞ only 0.4 standard deviations from the true pair; a 7 nm film in its place brings this to 1.1.

Cooling is a way to lengthen λ without making a thinner film, since ρ/ρ0 depends on d and λ through d/λ. In the leading regime, however, temperature brings nothing new:

ρ−ρ0 ≈ 3(ρ0λ)(1−p)/(8d).

If ρ0λ and p do not change with temperature, neither does this excess. Suppose cooling lowers ρ0 to 4 µΩ cm and raises λ to 20 nm, at constant ρ0λ and p = 0.2. The leading excess at 100 nm is 0.240 µΩ cm at both temperatures. The full model gives 0.243 warm and 0.255 cooled, a change of 5% for a fivefold change of λ.

At 20 nm the cooled film has S = 16 nm, which is no longer small compared with d. Pairs with this S now give 5.47 µΩ cm for p = 0, 5.41 for p = 0.2, 5.31 for p = 0.5 and 5.18 for p = 0.8. The spread is about 5%, well above the assumed error. Even so, the same six thicknesses with 1% errors give a linear error of 0.50 in ln λ. Because Δ levels off at large λ, the real range upwards is wider: with S refitted, one standard deviation allows λ up to about 35 nm, and two allow more than 100 nm. Downwards, the condition p ≥ 0 stops λ near S: one standard deviation is reached at about 15 nm. Cooling makes λ visible, but a useful value needs smaller errors or more films with d comparable to S.

Reaching the same d/λ at room temperature would take a 4 nm film. There an error of 0.5 nm in thickness is 12%, larger than the spread one wants to resolve.

BESIDE A REAL METAL

The numbers lie in the rough regime of vanadium near room temperature: a resistivity of about 20 µΩ cm and a mean free path taken as a few nanometres. Vanadium is cubic, so its bulk conductivity is isotropic, as the model assumes. Its Fermi surface is not a sphere, and this changes the factor 3/8. The specularity of 0.2 is a chosen value. The model also leaves out grain boundaries. In a film that contains them they can move the apparent S from 3.2 to 8.4 nm, as shown next.

The neglected effects are best stated as the S one would wrongly read from the 20 nm film, each taken alone.

Grain boundaries give the largest shift for the values chosen here. In the Mayadas-Shatzkes model, boundaries normal to the current with spacing D and reflection coefficient R multiply the scattering rate by 1+α/|nx|, where α = λR/[D(1−R)] and nx is the direction cosine along the current. For small α the relative loss of conductivity is 3α times the spherical average of |nx|, which is 1/2, so the loss is 3α/2. If D = d, this is proportional to 1/d and adds 4λR/(1−R) to S. With R = 0.3 the addition is 6.9 nm at leading order. At 20 nm higher orders reduce it, and the full angular integral gives an apparent S of 8.4 nm. Using λ = 4 nm would then give p = 1−8.4/4 = −1.1. An S that exceeds a trusted λ by more than its error shows that the model or its inputs fail, for instance through grain boundaries or an error in d or ρ0.

Thickness errors come next. Resistivity is sheet resistance times thickness, so reading d+δ for d multiplies ρ by (d+δ)/d. Then, apart from Δ,

1−ρ0/ρ = 1−[1−3S/(8d)]d/(d+δ) = (δ+3S/8)/(d+δ),

and multiplying by 8(d+δ)/3 gives S+8δ/3. An excess of 0.5 nm turns 3.2 nm into 4.5 nm. The same δ in every film imitates surface scattering at all thicknesses.

Three smaller effects complete the estimate:

Quantized motion across the film: take kF = 12.3 nm⁻¹, the free-electron value that reproduces the chosen ρ0λ through the formula above; it is a model number, not a property of vanadium. With hard walls and the bulk Fermi energy, these electrons fill 78 subbands. Summing them gives S = 3.7 nm. The shift is close to the Fermi wavelength, 0.51 nm. It arises because hard walls at a fixed Fermi energy leave the film with 1% fewer electrons than the same volume of bulk. If the film is neutral and the relaxation time is unchanged, the shift falls to about 0.01 nm, so this value shows the sensitivity to the electron count and is not an expected error.

Anisotropy: let λ vary with direction as λ[1+0.3K], where K = (5/2)(nx⁴+ny⁴+nz⁴−3/5) and the n are direction cosines. For a film with a (001) surface and current along [100], the apparent S is 3.0 nm. The shift depends on orientation and can change sign: a (111) surface gives about 3.5 nm.

Temperature: if the bulk resistivity is proportional to absolute temperature, a film 1 K warmer than the 300 K reference gives 3.35 nm.

WHAT TO REPORT AND WHAT TO MEASURE

For films with d ≫ S, fit S as one parameter and report it with its error. If a value of p is wanted, state the λ used to obtain it and carry the uncertainty of λ through. A two-parameter fit does not help in this regime. For the six room-temperature films with 1% errors it usually runs to an end of the allowed range, p = 0 or p close to 1, and noise or a small systematic error decides which.

Effort is best spent first on thickness, on ρ0 and on grain structure, because each can shift S by more than its statistical error. Single-crystal films keep grain scattering from imitating the surface term. A grain size held constant as d changes adds no 1/d term of its own, provided that ρ0 is taken from the intercept of 1/ρ against 1/d and thus includes the grain scattering. The S obtained then contains a mean free path shortened by the grains: with 20 nm grains and R = 0.3 it is 2.8 nm instead of 3.2 nm, and combining it with the λ of the grain-free bulk would give too large a p. To separate λ and p from transport alone, include films with d comparable to S, preferably by cooling a metal pure enough for λ to grow, and examine whether p can be taken as the same at both temperatures.
